# How Exposure Scales with Aspect Ratio in Atomic Layer Deposition

**Question.** A cylindrical hole, closed at the bottom, is to be coated by one self-limiting half-reaction of atomic layer deposition. Its aspect ratio, depth divided by diameter, is raised from 100 to 1000, while the number of molecules that a unit of wall area can take up stays the same. By what factor must the exposure, pressure multiplied by time, be raised, and when does that factor apply?

**Answer.** The wall area offers a first guess. A hole ten times deeper at the same diameter has ten times the wall, so it needs ten times as many molecules. The molecules must also reach the unfilled wall, however, and the way there becomes longer. Both effects have to be counted.

### Assumptions and units

Let the hole have diameter \(d\), depth \(L\) and aspect ratio \(a=L/d\). At saturation the wall holds \(S\) adsorbed molecules per unit area. The gas outside has pressure \(P\), temperature \(T\) and molecular mass \(m\), and is not depleted.

Molecules in the hole collide with the wall and not with each other. A molecule that does not stick leaves in a random direction given by the cosine law. Adsorption is irreversible, the film does not narrow the hole noticeably, and the gas present in the hole at any moment is negligible compared with the wall sites. Depth \(x\) is counted in diameters from the mouth, and SI units are used.

The flux striking a surface outside follows from the Maxwell distribution of the velocity component \(v\) towards it, with gas density \(P/kT\):

\[
J_0=\frac{P}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .
\]

### How far a molecule hops

Take a molecule leaving the wall at polar angle \(\theta\) from the tube axis and azimuth \(\varphi\) from the inward normal. Seen along the axis, its path is a chord of a circle, of length \(d\cos\varphi\). If the full path has length \(s\), this chord is also \(s\sin\theta\). The axial hop is therefore

\[
h=s\cos\theta=d\cos\varphi\cot\theta .
\]

The cosine law gives the probability \(\sin\theta\cos\varphi/\pi\) per solid angle, since \(\sin\theta\cos\varphi\) is the direction's component along the normal. With the solid angle \(\sin\theta\,d\theta\,d\varphi\), the factors \(\sin^2\theta\cot^2\theta\) combine to \(\cos^2\theta\):

\[
\langle h^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi\int_0^\pi\cos^2\theta\,d\theta
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac23d^2 .
\]

### From hops to a current

Let \(\Phi\) be the number of molecules striking unit wall area per unit time. On a saturated wall all of them leave again, so a length \(dz\) of tube emits \(\pi d\,\Phi\,dz\) per unit time.

A cross-section at \(z\) is crossed downwards by hops of length \(h\) that start within \(h\) above it, and upwards by those that start within \(h\) below it. If \(\Phi\) is nearly linear over a hop, the difference is

\[
\int_{z-h}^{z}\Phi\,dz'-\int_z^{z+h}\Phi\,dz'
=\Bigl(h\Phi-\tfrac12h^2\Phi'\Bigr)-\Bigl(h\Phi+\tfrac12h^2\Phi'\Bigr)=-h^2\Phi' .
\]

Half of all hops go each way, so averaging over positive \(h\) gives \(-\tfrac12\langle h^2\rangle\Phi'\). Multiplying by \(\pi d\), dividing by the opening area \(\pi d^2/4\), and using \(z=xd\), we obtain the net current per opening area:

\[
J=-\frac{4}{d}\cdot\frac{d^2}{3}\,\frac{d\Phi}{dz}=-\frac43\frac{d\Phi}{dx}.
\]

### Reaching the front

Suppose first that molecules stick readily. The wall is then full down to a front at depth \(x\) and empty beyond it. The front absorbs what arrives, so \(\Phi=0\) there. Between mouth and front nothing is lost, so \(J\) is constant and \(\Phi\) falls linearly from \(\Phi(0)\):

\[
J=\frac43\frac{\Phi(0)}{x}\quad\Rightarrow\quad \Phi(0)=\frac{3x}{4}J .
\]

At the mouth, \(J_0\) enters and approximately \(\Phi(0)\) leaves, so \(J=J_0-\Phi(0)\). Inserting \(\Phi(0)\) gives

\[
J=J_0W(x),\qquad W(x)=\frac{1}{1+3x/4}.
\]

The 1 in the denominator is the resistance of the opening, and \(3x/4\) is that of the tube.

This formula can be compared with a free-molecular calculation in which rings of wall exchange molecules according to geometric view factors, without a diffusion approximation. Relative to that calculation, \(W\) is 11% too large at a length of one diameter, 8% at ten and less than 2% at one hundred. The approximation thus suits the deep holes considered here.

### Counting the sites

When the front advances by \(dx\), it covers the wall area \(\pi d\cdot d\,dx\). The molecules needed enter through the area \(\pi d^2/4\):

\[
S\pi d^2\,dx=\frac{\pi d^2}{4}J_0W\,dt
\quad\Rightarrow\quad
\frac{J_0\,dt}{S}=\frac{4\,dx}{W}=(4+3x)\,dx .
\]

Integration from 0 to \(a\) gives \(4a+\tfrac32a^2\) for the side wall. The bottom disc has the same area as the opening and needs \(J_0t/S=1/W(a)=1+\tfrac34a\). The sum is

\[
G(a)=1+\frac{19}{4}a+\frac32a^2 ,
\]

and, because \(P=J_0\sqrt{2\pi mkT}\),

\[
Pt=S\sqrt{2\pi mkT}\;G(a).
\]

As \(a\to0\), \(G\to1\), the requirement of a flat surface when every molecule sticks until the surface is full. The linear and quadratic terms are equal at \(a=19/6\approx3.2\). Far above this value the requirement grows as the square of the aspect ratio.

### The size of the effect

For the two holes,

\[
\frac{G(1000)}{G(100)}=\frac{1\,504\,751}{15\,476}\approx97 .
\]

The quadratic term alone would give 100. The linear term lowers the ratio because it adds about 3% to the quadratic term at \(a=100\), but only 0.3% at \(a=1000\).

The factor has two sources. The number of sites per opening area is proportional to \(4a+1\) and grows by a factor of 9.98. The exposure spent per site, \(G/(4a+1)\), is the mean transport resistance and grows by a factor of 9.74. Their product is the factor of 97. Counting sites alone would miss the second factor of nearly ten.

The diameter does not appear in \(G\). Within this model, a hole ten times deeper and a hole ten times narrower therefore need the same increase in exposure.

What would the exposure meant for \(a=100\) achieve in the deeper hole? Setting \(4x+\tfrac32x^2=15\,476\) gives \(x\approx100\). Roughly the upper tenth would be coated.

### A numerical case

Take a model precursor of mass 100 u at 500 K and 10 Pa, with 4 adsorbed molecules per nm² at saturation, and a hole 100 nm wide. The impingement flux is \(1.178\times10^{23}\ \mathrm{m^{-2}\,s^{-1}}\), so

\[
S\sqrt{2\pi mkT}=\frac{SP}{J_0}
=\frac{(4\times10^{18}\ \mathrm{m^{-2}})(10\ \mathrm{Pa})}{1.178\times10^{23}\ \mathrm{m^{-2}\,s^{-1}}}
\approx3.40\times10^{-4}\ \mathrm{Pa\,s}.
\]

Multiplication by \(G\) gives:

- \(a=100\), depth 10 µm: 5.25 Pa s, or 0.53 s at 10 Pa.
- \(a=1000\), depth 100 µm: 511 Pa s, or 51 s at 10 Pa.

The assumptions can be checked with the same numbers. For a collision diameter of 0.7 nm the mean free path is 317 µm, over three thousand times the hole diameter. It varies as \(1/P\), so a pressure about three thousand times higher would bring it down to the hole diameter. The wall-to-wall picture loses accuracy well before that, roughly in proportion to the diameter divided by the mean free path. With a carrier gas, the total pressure sets the mean free path. Intact molecules 0.7 nm wide could pack no more than 2.4 per nm², so the value of 4 presumes that ligands are shed on adsorption. At the outside density, the hole would contain \(P/kT\cdot d/(4S)\approx9\times10^{-6}\) gas molecules per wall site, which is indeed negligible.

### When sticking is weak

The front picture assumes that transport is the bottleneck. To find its limit, let the sticking probability be \(b(1-c)\), where \(c\) is the local coverage and \(b\) the value on an empty wall. Define the local exposure \(E=\int\Phi\,dt/S\). From \(S\,dc/dt=b(1-c)\Phi\),

\[
\frac{dc}{dE}=b(1-c)\quad\Rightarrow\quad c=1-e^{-bE}.
\]

The current lost between \(x\) and \(x+dx\) is what the wall takes up. The wall area there is \(4\,dx\) times the opening area, so \(-dJ/dx=4S\,dc/dt\). Integrating over time and inserting \(J=-\tfrac43d\Phi/dx\), we get

\[
\frac43E''=4c\quad\Rightarrow\quad E''=3c .
\]

The current formula was derived for a wall that returns every molecule. A wall that still adsorbs returns, integrated over time, \(E-c\) instead of \(E\). Since \(c'=b(1-c)E'\), this lowers the slope by the fraction \(b(1-c)\), which is at most 5% once the coverage is at least 95% everywhere, and is smaller still higher up. It is neglected here; the ring calculation includes it.

Time has disappeared, so a varying pressure matters only through its integral. This can be tested within the ring picture, at \(a=10\) and \(b=0.1\). A time-dependent simulation with oscillating pressure and a time-integrated ring balance both give a reduced exposure \(\int J_0\,dt/S\) of 207.4. The agreement checks the elimination of time, not the diffusion approximation. Nor does it confirm the value itself, which is about 5% too low because the rings used here are half a diameter wide.

Now require coverage of at least \(q\) everywhere. In the diffusion picture the bottom is filled last, and it needs

\[
E_b=\frac1b\ln\frac{1}{1-q}.
\]

Let \(y\) be the height above the bottom, in diameters. The current into the bottom disc supplies its coverage, \(\tfrac43E'(0)=q\), so \(E'(0)=\tfrac34q\). At the mouth, the balance \(J=J_0-\Phi\), integrated over time, gives the outside exposure \(E_0=E(a)+\tfrac43E'(a)\).

If \(c\) were 1 everywhere, including the bottom, two integrations of \(E''=3\) would give \(E'(a)=\tfrac34+3a\) and \(E(a)=E_b+\tfrac34a+\tfrac32a^2\), hence \(E_0=E_b+G(a)\). In fact \(c\) lies between \(q\) and 1 throughout, so within the diffusion picture

\[
qG(a)\le E_0-E_b\le G(a).
\]

Free-molecular exchange can exceed the upper bound slightly, by 0.2% for \(b=1\) and \(a=100\). The total is thus a reaction part, independent of depth, plus a transport part close to \(G\) when \(q\) is close to 1. The factor of about one hundred requires \(E_b\ll\tfrac32a^2\) already in the shallower hole. For \(q=0.95\) and \(a=100\), the two sides are equal at \(b=2.0\times10^{-4}\).

The ratios of the exposures needed at \(a=1000\) and \(a=100\), for \(q=0.95\), are:

| \(b\) | \(E_b\) | diffusion | rings |
|---|---|---|---|
| 1 | 3.0 | 97.3 | 96.8 |
| 0.01 | 300 | 96.0 | 95.5 |
| 0.0001 | 29 957 | 34.0 | 33.9 |

A sticking probability of one per cent hardly changes the ratio, because a molecule in a deep hole strikes the wall many times. At \(b=10^{-4}\) the shallower hole already needs a reduced exposure of about 45,000, most of it for the reaction, and the ratio falls to 34. As \(b\to0\), \(E_b\) dominates both holes and the ratio tends to 1.

For each entry, the exposures from diffusion and rings differ by less than 0.4%. The rings used for \(a=1000\) are up to one diameter wide, and the error left by this width is of similar size, so the last digit of the ring column is not converged. With the wall finely resolved, the exposures at \(a=1000\) rise by about 0.4%, to 0.1% above the diffusion values, and the three ratios become 97.1, 95.8 and 34.0.

### Where the coating closes last

The ring calculation corrects one detail. For \(b=1\) and \(a=1000\), the least exposed place is not the bottom disc but the wall within about one diameter of it. When that wall reaches \(E=3.0\), the disc has received about 7, as calculated with rings half a diameter wide.

Straight flights from far up the hole account for an excess of this order. Seen from the disc, the tube's cross-section at a large height \(y\) fills a solid angle \((\pi/4)/y^2\). By the cosine law, a fraction \(1/(4y^2)\) of the arrival directions lies within it, so the band \(dy\) accounts for \(dy/(2y^3)\). The wall there has \(E\approx\tfrac32y^2\), and the contribution is \(\tfrac{3}{4}\,dy/y\). Its integral from 1 to 1000 is about 5, a rough figure because both cut-offs are rough.

A wall element near the bottom sees the same distant region at grazing angles, which adds a factor of order \(1/y\). Its direct contributions fall as \(1/y^2\), and their sum stays small. The wall next to the disc does receive part of the excess when the disc re-emits it, so the least exposed place lies about one diameter up and not in the corner. The difference of a few units is minor beside a total of 1.5 million, so it shifts the place that closes last without changing the scaling.

**The factor, with its condition.** At fixed \(S\), \(m\) and \(T\), going from \(a=100\) to \(a=1000\) costs about 97 times the exposure in free-molecular flow, provided that the required coverage \(q\) is close to 1 and that \(\ln[1/(1-q)]/b\) is small compared with \(\tfrac32(100)^2=15\,000\). The rule holds for the model as stated: irreversible adsorption, no loss of the species on saturated walls, and no noticeable narrowing of the hole. It does not cover reactants that recombine or decompose at the wall, such as plasma radicals. The remaining computed values are in the numerical output below.

## Table of computed values

```
mean square axial hop = 0.666667 diameter^2
transmission, length 1 d: formula 0.57143, rings 0.51427
transmission, length 10 d: formula 0.11765, rings 0.10939
transmission, length 100 d: formula 0.01316, rings 0.01300
a=10, beta=0.1, reduced exposure: pulsed 207.413, integrated 207.413
G(100) = 15476.0
G(1000) = 1504751.0
sharp-front exposure ratio = 97.23
ratio of sites per opening area = 9.978
ratio of mean transport resistance = 9.745
target minimum coverage = 0.95
beta=1, a=100, reduced exposure: diffusion 15467, rings 15511
beta=1, a=1000, reduced exposure: diffusion 1504635, rings 1500684
beta=1, least exposure 3.0, ratio: diffusion 97.28, rings 96.75
beta=0.01, a=100, reduced exposure: diffusion 15668, rings 15710
beta=0.01, a=1000, reduced exposure: diffusion 1503944, rings 1499940
beta=0.01, least exposure 299.6, ratio: diffusion 95.99, rings 95.48
beta=0.0001, a=100, reduced exposure: diffusion 44806, rings 44852
beta=0.0001, a=1000, reduced exposure: diffusion 1524125, rings 1520232
beta=0.0001, least exposure 29957.3, ratio: diffusion 34.02, rings 33.89
beta where least exposure equals 3a^2/2 at a=100: 2.00e-04
beta=1, a=1000, reduced exposure of bottom disc: 6.76
beta=1, a=1000, least exposed ring: 0.75 d above bottom
molecular mass = 100 u
temperature = 500 K
pressure = 10 Pa
adsorbed molecules at saturation = 4 per nm^2
hole diameter = 100 nm
collision diameter = 0.7 nm
impingement flux = 1.178e+23 m^-2 s^-1
mean free path = 317 micrometre
gas molecules in hole per wall site = 9.05e-06
S*sqrt(2 pi m k T) = 3.395e-04 Pa s
a=100: depth 10 micrometre, exposure 5.25 Pa s, time 0.525 s
a=1000: depth 100 micrometre, exposure 510.82 Pa s, time 51.082 s
```
